# Step-pulse programming of a charge-trap cell through a Fowler-Nordheim barrier

## Result

A charge-trap memory cell is programmed by gate pulses of equal length \(\tau\), each higher than the last by a voltage \(s\). Electrons tunnel from the channel through a Fowler-Nordheim barrier, and all of them are captured at a fixed plane. If \(\Delta_n\) is the threshold increase produced by pulse \(n\), then

\[
\lim_{n\to\infty}\Delta_n=s . \tag{1}
\]

The increments rise towards \(s\) after a low first pulse and fall towards \(s\) after a high one. Complete capture is sufficient for (1) but not necessary: a constant nonzero captured fraction gives the same limit. With a finite number of traps the limit is lost, and the increments eventually tend to zero.

The model is one-dimensional, with continuous charge and rectangular pulses. No captured electron leaks through the blocking layer, and no charge is lost between pulses. SI formulas are used, with voltages in V, lengths in nm and times in µs, since atomic units are unnatural for a memory cell. The elementary charge \(q\) is positive.

## One voltage shifts the threshold and screens the injection

Between channel and gate lie layers of thickness \(d_i\) and permittivity \(\varepsilon_i\). The capture plane divides the trap layer into two parts, which count as separate layers. The plane holds charge \(-\sigma\) per area, with \(\sigma\ge 0\).

Let \(F_i\) be the slope of the electrostatic potential towards the gate, positive during programming, and let \(D=\varepsilon_tF\) belong to the tunnel layer, where the slope is \(F\). Poisson's equation for the negative sheet makes \(\varepsilon_iF_i\) increase by \(\sigma\) on crossing the plane towards the gate. Hence \(\varepsilon_iF_i=D\) on the channel side and \(\varepsilon_iF_i=D+\sigma\) on the gate side.

Let \(U\) be the gate voltage minus the flat-band voltage and the surface potential, the latter taken as pinned during programming. Adding the potential drops gives

\[
U=\sum_iF_id_i
=D\sum_i\frac{d_i}{\varepsilon_i}+\frac{\sigma}{C_b},
\qquad
\frac1{C_b}=\sum_{\text{gate side}}\frac{d_i}{\varepsilon_i}. \tag{2}
\]

The threshold is read at a fixed channel condition, hence at a fixed \(D\) and a fixed surface potential. Comparing (2) with and without stored charge at that \(D\), the first term cancels, and the threshold shift is

\[
v=\frac{\sigma}{C_b}. \tag{3}
\]

During programming, (2) and (3) give \(D\sum_i d_i/\varepsilon_i=U-v\). Dividing by \(\varepsilon_t\sum_i d_i/\varepsilon_i\),

\[
F=\frac{U-v}{T},\qquad T=\varepsilon_t\sum_i\frac{d_i}{\varepsilon_i}. \tag{4}
\]

The stored charge therefore lowers the voltage available for injection by the same \(v\) that it adds to the threshold. Call \(u=U-v\) the overdrive. Raising \(U\) and \(v\) by equal amounts leaves the tunnel field unchanged.

## The injection law

The emitter is a degenerate free-electron gas at zero temperature. Its Fermi level lies an energy \(\varphi\) below the top of the barrier, and transmission depends on the normal energy alone. Consider an electron whose normal energy is \(\epsilon\) below the Fermi level. At depth \(z\) the barrier stands \(\varphi+\epsilon-qFz\) above it, which vanishes at \(w=(\varphi+\epsilon)/(qF)\). With barrier mass \(m_{\rm ox}\), the WKB exponent is

\[
\frac{2}{\hbar}\int_0^w\!\sqrt{2m_{\rm ox}(\varphi+\epsilon-qFz)}\,dz
=\frac{4\sqrt{2m_{\rm ox}}}{3\hbar qF}(\varphi+\epsilon)^{3/2}. \tag{5}
\]

This requires \(w\) to be smaller than the tunnel-layer thickness, so that the barrier is triangular. Expanding \((\varphi+\epsilon)^{3/2}=\varphi^{3/2}+\tfrac32\varphi^{1/2}\epsilon+\tfrac38\varphi^{-1/2}\epsilon^2+\dots\) turns the transmission into

\[
\mathcal T\simeq \exp\!\left(-\frac BF-\frac{\epsilon}{d}-\frac{\epsilon^2}{4\varphi d}\right),
\quad
B=\frac{4\sqrt{2m_{\rm ox}}\,\varphi^{3/2}}{3\hbar q},
\quad
d=\frac{\hbar qF}{2\sqrt{2m_{\rm ox}\varphi}} . \tag{6}
\]

Just below the Fermi level, the transmission falls by a factor of about \(e\) over an energy \(d\), which sets the depth scale of the emission.

To sum over states, note that at fixed \(k_z\) the occupied transverse wave vectors fill a disc of area \(\pi(k_F^2-k_z^2)=2\pi m_e\epsilon/\hbar^2\). Also, \(v_z\,dk_z=dE_z/\hbar\). With two spin states,

\[
J=\frac{2q}{(2\pi)^3}\int\frac{dE_z}{\hbar}\,
\frac{2\pi m_e\epsilon}{\hbar^2}\,\mathcal T
=\frac{qm_e}{2\pi^2\hbar^3}\int_0^\infty\epsilon\,\mathcal T\,d\epsilon . \tag{7}
\]

The upper limit may be extended to infinity when the occupied band is much deeper than \(d\). Without the quadratic term in (6) the integral is \(d^2e^{-B/F}\). Inserting \(d^2=\hbar^2q^2F^2/(8m_{\rm ox}\varphi)\) gives the Fowler-Nordheim law

\[
J=AF^2e^{-B/F},\qquad
A=\frac{q^3m_e}{16\pi^2\hbar\,\varphi\, m_{\rm ox}} . \tag{8}
\]

The quadratic term changes \(J\) by the relative amount \(-\langle\epsilon^2\rangle/(4\varphi d)\) at leading order. Under the weight \(\epsilon e^{-\epsilon/d}\) the mean is \(\langle\epsilon^2\rangle=6d^4/d^2=6d^2\), so the correction is \(-3d/(2\varphi)\).

## One pulse

With complete capture \(d\sigma/dt=J\), so \(dv/dt=J/C_b\). Since \(U\) is constant during a pulse,

\[
\frac{du}{dt}=-g(u),\qquad
g(u)=\frac{J(u/T)}{C_b}=\frac{A}{C_bT^2}\,u^2e^{-\beta/u},
\qquad \beta=BT. \tag{9}
\]

This equation can be integrated in closed form, because

\[
\frac{d}{dt}e^{\beta/u}
=-\frac{\beta}{u^2}e^{\beta/u}\frac{du}{dt}
=\frac{\beta A}{C_bT^2}\equiv\frac1{t_0}. \tag{10}
\]

Let \(x_n\) be the overdrive at the end of pulse \(n\). The next pulse raises \(U\) by \(s\) while \(v\) is still unchanged, so it starts at \(x_n+s\). Integrating (10) over \(\tau\) gives the pulse map

\[
e^{\beta/x_{n+1}}=e^{\beta/(x_n+s)}+\frac{\tau}{t_0}. \tag{11}
\]

For an initially empty cell the same rule covers the first pulse if \(x_0=U_1-s\), where \(U_1>0\). With \(v_n=U_n-x_n\), the threshold increment is

\[
\Delta_{n+1}=v_{n+1}-v_n=s-(x_{n+1}-x_n). \tag{12}
\]

Thus (1) holds if \(x_n\) converges.

## Convergence

A fixed point \(x_*\) is an overdrive to which the cell returns after each step and pulse. The time needed to fall from \(x+s\) to \(x\) is

\[
I(x)=\int_x^{x+s}\frac{du}{g(u)},\qquad
\frac{dI}{dx}=\frac1{g(x+s)}-\frac1{g(x)}<0 . \tag{13}
\]

The sign follows because \(g\) increases: \(d\ln g/du=2/u+\beta/u^2>0\). By (10), \(I(x)=t_0\left[e^{\beta/x}-e^{\beta/(x+s)}\right]\), which diverges as \(x\to0^+\) and vanishes as \(x\to\infty\). Hence \(I(x_*)=\tau\) has one solution, given by

\[
e^{\beta/x_*}-e^{\beta/(x_*+s)}=\frac{\tau}{t_0}. \tag{14}
\]

Write the map as \(x_{n+1}=M(x_n)\). Two solutions of (9) cannot cross, so a higher start gives a higher end and \(M\) is increasing.

Suppose \(0<x_n<x_*\). Then \(I(x_n)>\tau\): the pulse ends before the overdrive has fallen back to \(x_n\), so \(x_{n+1}>x_n\). Since \(M\) is increasing, also \(x_{n+1}<M(x_*)=x_*\). The sequence rises and is bounded, so it has a limit. By continuity this limit is a fixed point, hence \(x_*\). If \(x_n>x_*\), both inequalities reverse and the sequence falls to \(x_*\). When \(U_1\le s\), \(x_0\) is not positive, but the first pulse ends at \(0<x_1<x_*\), and the argument applies from there. With (12), this proves (1).

The increments are monotonic as well. A pulse starting at overdrive \(y\) and ending at \(\Phi(y)\) adds \(y-\Phi(y)\) to the threshold. Differentiating \(\int_{\Phi}^{y}du/g=\tau\) with respect to \(y\) gives

\[
\frac{1}{g(y)}-\frac{\Phi'(y)}{g(\Phi)}=0
\quad\Longrightarrow\quad
\Phi'(y)=\frac{g(\Phi)}{g(y)}<1 . \tag{15}
\]

The increment therefore grows with \(y\). A first pulse with \(U_1<x_*+s\) gives increments that rise to \(s\) from below; one with \(U_1>x_*+s\) gives increments that fall to \(s\) from above.

The proof uses three properties of \(g\): it increases, it exceeds \(s/\tau\) at large overdrive, so that \(I(x)<s/g(x)<\tau\) there, and \(1/g\) is not integrable at zero. The exponential form fixes the value of \(x_*\), not the limiting slope. The same reasoning covers a surface potential that follows \(D\) without delay. The overdrive, now including that potential, is still an increasing function of \(D\), so \(g\) still increases.

## Rate of approach and limiting cases

The deficit \(s-\Delta_{n+1}=x_{n+1}-x_n\) is multiplied at each pulse by a factor that tends to \(M'(x_*)\). From (15),

\[
\lambda=\frac{g(x_*)}{g(x_*+s)}
=\left(\frac{x_*}{x_*+s}\right)^2
\exp\!\left[-\frac{\beta s}{x_*(x_*+s)}\right]<1. \tag{16}
\]

The late thresholds lie on the line \(v=U-x_*\). Pulse length moves this line without changing its slope. Differentiating \(I(x_*)=\tau\) and using (13) gives

\[
\left[\frac1{g(x_*+s)}-\frac1{g(x_*)}\right]dx_*=d\tau
\quad\Longrightarrow\quad
\frac{dx_*}{d\ln\tau}=-\frac{\tau g(x_*)}{1-\lambda}. \tag{17}
\]

Two limits show what the step size does.

- **Large steps.** As \(s\to\infty\) at fixed \(\tau\), the second exponential in (14) tends to 1, so \(x_*\to\beta/\ln(1+\tau/t_0)\) and \(\lambda\to0\). Each pulse then nearly erases the memory of its starting overdrive. For any \(s\), dropping the positive second exponential in (14) gives the bound \(x_*<\beta/\ln(\tau/t_0)\) when \(\tau>t_0\).
- **Small steps at a fixed ramp rate.** Let \(s\) and \(\tau\) tend to zero with \(r=s/\tau\) fixed. The staircase becomes a ramp with \(du/dt=r-g(u)\), and its stationary point obeys \(g(x_*)=r\). Near it, deviations decay at the rate \(g'(x_*)\). The gate voltage rises by \(r/g'(x_*)=g/g'=x_*^2/(\beta+2x_*)\) during one decay time. More pulses are needed, but the voltage span of the transient stays finite.

## Worked example

Take round model parameters: a 5 nm tunnel layer, a 6 nm trap layer with capture at its middle, and a 10 nm blocking layer, with relative permittivities 4, 8 and 10. The barrier is 3 eV, \(m_{\rm ox}=0.5\,m_e\), \(s=0.5\) V and \(\tau=10\) µs. From (4) and (2),

\[
T=4\left(\tfrac54+\tfrac38+\tfrac38+\tfrac{10}{10}\right)\text{nm}=12\ \text{nm},
\qquad
C_b=\frac{\varepsilon_0}{(3/8+10/10)\ \text{nm}}=6.44\times10^{-3}\ \text{F/m}^2 .
\]

Equations (6) and (8) give \(B=25.10\) V/nm and \(A=1.028\times10^{-6}\) A/V². Hence \(\beta=25.10\times12=301.2\) V, and (10) gives \(t_0=3.00\times10^{-9}\) µs. This \(t_0\) is a scale in the integrated law, not a response time of the cell. The ratio \(\tau/t_0=3.34\times10^9\) has logarithm 21.93, so \(x_*\) must lie below \(301.2/21.93=13.73\) V. Solving (14) gives

\[
x_*=13.38\ \text{V},\qquad F_*=\frac{13.38}{12}=1.115\ \text{V/nm}.
\]

At this field an electron at the Fermi level leaves the barrier after \(3/1.115=2.69\) nm, inside the tunnel layer. The current is 213 A/m² at \(x_*\) and 515 A/m² at \(x_*+s\), so

\[
\lambda=\frac{213}{515}=0.41 .
\]

Dividing these currents by \(C_b\) gives charging rates of 0.033 and 0.080 V/µs. They bracket the mean rate \(s/\tau=0.05\) V/µs, as a repeated cycle requires.

The first pulse has \(U_1=12\) V, below \(x_*+s=13.88\) V, so the increments should rise. They do: 0.020 V for the first pulse, 0.340 V for the fifth, 0.497 V for the tenth and 0.4999 V for the fourteenth. The last deficit is 0.413 times the one before it, in agreement with \(\lambda\). After the last pulse \(U=18.5\) V and the shift is \(18.5-13.38=5.12\) V. Direct integration of the stored charge, with the fields found from Gauss's law in each layer, agrees with the map (11) to about \(10^{-12}\) V. That difference measures numerical agreement within the model, not the accuracy of the model. The numerical output lists every pulse.

A first pulse of 16 V lies above 13.88 V. Its increments fall as predicted: 2.29, 0.71, 0.57, 0.53 and 0.51 V for the first five pulses. The tunnel field in this run starts at \(16/12=1.33\) V/nm. Fields above about 1 V/nm are in the range where silicon dioxide can break down, so the examples illustrate the pulse map and are not safe operating conditions for a device.

Pulses ten times longer lower \(x_*\) to 12.19 V. At the same late gate voltage the threshold is thus higher by \(13.38-12.19=1.19\) V, while the increment still tends to 0.5 V. An injector with \(J\propto F^{12}\) also gives 0.5 V, which tests the claim that the slope does not depend on the exponential law.

The expansion that leads from (5) to (8) can be judged at \(F_*\). Here \(d/\varphi=0.0296\), so the leading correction predicts a current ratio of \(1-1.5\times0.0296=0.956\). A zero-temperature sum over emitter states, with a band filled to a depth of 2 eV and the WKB exponent integrated numerically, gives 0.959 relative to (8). To see what this means for the cell, treat the ratio as a constant factor on \(J\), which acts like a change of \(\tau\). Equation (17) has the coefficient \(10\times0.033/(1-0.413)=0.56\) V, so a 4% smaller current raises \(x_*\) by about 0.02 V. This estimate concerns only the expansion in (6), and other approximations behind (8) are larger. WKB sets the prefactor of the transmission to one; the exact solution for the triangular barrier, with the masses matched at the interface, gives about 1.6 times (8) for the same band and lowers \(x_*\) by about 0.26 V. Conserving the transverse wave vector across the interface, instead of letting transmission depend on the normal energy alone, multiplies the current by about \(m_{\rm ox}/m_e=0.5\) and raises \(x_*\) by about 0.4 V. The value 13.38 V therefore belongs to the law (8), and only the slope is insensitive to these choices. In a real channel the filled band may be only a few \(d=0.089\) eV deep, which lowers the current further, while thermal occupation raises it. Both effects shift \(x_*\), but the limit (1) remains as long as the current is a function of \(F\) with the three properties used in the proof.

## Incomplete capture and the end of the steady regime

If a constant fraction \(\eta>0\) of the injected electrons is captured, and the others cross the blocking layer to the gate without adding stored charge, (9) becomes \(du/dt=-\eta g(u)\). This replaces \(\tau\) by \(\eta\tau\) in (11) and (14), so (1) survives. In the example \(\eta=0.5\) raises \(x_*\) from 13.38 to 13.78 V, and the fourteenth increment is 0.4997 V. The cell compensates for the lost electrons with a higher tunnel field. An observed slope equal to \(s\) is therefore no proof of complete capture.

The situation changes if the captured fraction falls as \(v\) grows. Suppose one pulse gives an increment of exactly \(s\). By (12) the next pulse starts at the same overdrive, but at every overdrive it captures a smaller fraction than before. It stores less charge, and its increment is below \(s\). This excludes a constant increment \(s\), but not an approach to \(s\), which occurs for example if the fraction levels off at a nonzero value. With a finite density \(N\) of singly occupied sites the conclusion is stronger: \(v\) cannot exceed \(qN/C_b\), so the increments must eventually tend to zero.

For a fraction equal to the share of empty sites and \(N=0.30\) nm⁻², the last three of fourteen increments are 0.441, 0.435 and 0.427 V. By then 62% of the sites are occupied. For comparison, an increment of 0.5 V stores \(C_bs/q=0.020\) electrons per nm².

The blocking layer sets another limit. Its field is \((D+\sigma)/\varepsilon_b\), where \(\varepsilon_b\) is its permittivity. In the steady regime \(D\) repeats from pulse to pulse while \(\sigma\) grows by \(C_bs\), so this field rises without bound. In the example it has reached 0.82 V/nm after the last pulse. The assumption that no captured charge leaks through this layer can therefore hold for a limited number of pulses only. The gate-side half of the trap layer carries the same displacement \(D+\sigma\) at a lower permittivity, so its field is higher still, 1.02 V/nm after the last pulse. The Poole-Frenkel lowering \(\sqrt{qF/\pi\varepsilon}\) of a charged trap at that field is about 0.9 eV for a relative permittivity of 8, so in a real trap layer re-emission and a moving charge centroid, both outside this model, can set in as well. Once captured electrons leak to the gate at a rate that grows with \(\sigma\), each repetition of the same overdrive stores less net charge. As with a falling captured fraction, this excludes a constant increment \(s\). Whether the increments can still approach \(s\) depends on how steeply the leakage grows.

## Values computed for the example and the checks

```
layer thicknesses, trap layer split (nm): [ 5.  3.  3. 10.]
relative permittivities: [ 4.  8.  8. 10.]
barrier 3.0 eV, mass ratio 0.5
step 0.50 V, pulse length 10.0 us, pulses 14
equivalent thickness T = 12.000 nm
gate capacitance C_b = 6.4394e-03 F/m^2
FN prefactor A = 1.0276e-06 A/V^2
FN field B = 25.0983 V/nm
beta = B T = 301.179 V
time constant t0 = 2.9961e-09 us
tau/t0 = 3.3377e+09
fixed-point overdrive x* = 13.3762 V
upper bound on x* = 13.7346 V
tunnel field at x* = 1.1147 V/nm
tunnel field at x*+s = 1.1564 V/nm
FN current at x* = 212.593 A/m^2
FN current at x*+s = 514.962 A/m^2
emission width / barrier = 0.02961
state-sum current / FN current = 0.95926
first-order prediction of ratio = 0.95559
contraction factor lambda = 0.41283
last deficit ratio from integration = 0.41292
largest map-integration difference = 1.2e-12 V
pulse, U (V), end overdrive (V), shift (V), increment (V)
 1  12.00  11.98035   0.01965   0.01965
 2  12.50  12.42644   0.07356   0.05392
 3  13.00  12.80213   0.19787   0.12431
 4  13.50  13.07181   0.42819   0.23032
 5  14.00  13.23179   0.76821   0.34003
 6  14.50  13.31243   1.18757   0.41936
 7  15.00  13.34908   1.65092   0.46335
 8  15.50  13.36487   2.13513   0.48421
 9  16.00  13.37151   2.62849   0.49336
10  16.50  13.37427   3.12573   0.49724
11  17.00  13.37542   3.62458   0.49886
12  17.50  13.37589   4.12411   0.49953
13  18.00  13.37609   4.62391   0.49980
14  18.50  13.37617   5.12383   0.49992
stored electrons after last pulse = 0.2059 nm^-2
electrons per pulse at limit = 0.02010 nm^-2
blocking field, end of last pulse = 0.8185 V/nm
high start, first pulse U = 16.00 V
high start, increments 1-5 (V): [2.29283 0.71471 0.57086 0.52704 0.51083]
high start, increment 10 = 0.50013 V
pulse length 100 us: x* = 12.1907 V, last increment 0.50000 V
capture one half: x* = 13.7770 V, last increment 0.49975 V
filling traps: site density = 0.30 nm^-2
filling traps, last 3 increments (V): [0.44068 0.43465 0.42716]
filling traps, final occupied fraction = 0.6235
power-law injector F^12, increment 30 = 0.50000 V
```
